# Coupled surface plasmons of a free Drude film and their splitting

A metal film 5 nm thick with a bulk plasmon energy of 15 eV has, in the model treated here, two surface plasmons at 8.43 and 12.41 eV when the wavenumber along the film is 0.2 nm⁻¹. At the same wavenumber a 20 nm film has them at 10.51 and 10.70 eV. The thickness has grown by a factor of 4, but the splitting has fallen from 3.97 to 0.194 eV, a factor of 20. The drop is close to $e^3$, and 3 is the increase in the product of wavenumber and thickness.

Let the film fill $-d/2<z<d/2$, with vacuum on both sides. All fields vary as $e^{iqx-i\omega t}$ with $q>0$. The metal is a lossless Drude metal with local relative permittivity

$$\epsilon(\omega)=1-\frac{\omega_p^2}{\omega^2},$$

where $\omega_p$ is the bulk plasma frequency. Assume also that $q\gg\omega/c$. The field is then electrostatic, $\mathbf E=-\nabla\phi$, and with no free charge Gauss's law reads $\nabla\cdot(\epsilon\nabla\phi)=0$, or

$$\frac{d}{dz}\left(\epsilon\frac{d\phi}{dz}\right)=q^2\epsilon\,\phi .$$

At each face $\phi$ and $\epsilon\,d\phi/dz$ are continuous. If $\epsilon=0$ inside the metal, which happens at $\omega=\omega_p$, the equation holds there for any potential that vanishes on the faces. These are the bulk plasmons. At any other frequency $\epsilon$ cancels within each region, leaving $\phi''=q^2\phi$, whose solutions are $e^{\pm qz}$.

The film is unchanged by $z\to-z$, so the even and odd parts of any solution are themselves solutions and can be treated separately. Here "symmetric" means that the potential is even in $z$. Naming the modes by the normal field, which has the opposite parity, would exchange the labels.

For the symmetric mode take $\phi=A\cosh qz$ inside and $\phi=A\cosh(qd/2)\,e^{-q(|z|-d/2)}$ outside, which is continuous and decays away from the film. Continuity of $\epsilon\phi'$ at $z=d/2$ requires

$$\epsilon qA\sinh\frac{qd}{2}=-qA\cosh\frac{qd}{2}
\quad\Rightarrow\quad \epsilon\tanh\frac{qd}{2}=-1 .$$

For the antisymmetric mode the interior potential is $A\sinh qz$. Sinh and cosh exchange places, and $\epsilon\coth(qd/2)=-1$.

Now write $x=e^{-qd}$. Multiplying the numerator and denominator of the hyperbolic tangent by $e^{-qd/2}$ gives $\tanh(qd/2)=(1-x)/(1+x)$. The symmetric condition becomes

$$1-\frac{\omega_p^2}{\omega^2}=-\frac{1+x}{1-x}
\quad\Rightarrow\quad
\frac{\omega_p^2}{\omega^2}=1+\frac{1+x}{1-x}=\frac{2}{1-x},$$

and the antisymmetric one becomes

$$\frac{\omega_p^2}{\omega^2}=1+\frac{1-x}{1+x}=\frac{2}{1+x}.$$

Each parity therefore has one positive frequency:

$$\omega_-^2=\frac{\omega_p^2}{2}\left(1-e^{-qd}\right)\ \text{(symmetric)},\qquad
\omega_+^2=\frac{\omega_p^2}{2}\left(1+e^{-qd}\right)\ \text{(antisymmetric)}.$$

The surface charges show why the symmetric mode is the lower one. Away from $\epsilon=0$ the metal has no volume charge, so the field comes from the charge densities $\sigma_1$ on the upper face and $\sigma_2$ on the lower. A sheet of density $\sigma e^{iqx}$ at $z_0$ produces the potential $\sigma e^{-q|z-z_0|}/(2\varepsilon_0q)$, with the factor $e^{iqx}$ understood. Just inside the upper face the normal field is therefore

$$E_z=-\frac{\sigma_1}{2\varepsilon_0}+\frac{\sigma_2}{2\varepsilon_0}e^{-qd}.$$

The Drude polarization is $P=\varepsilon_0(\epsilon-1)E=-\varepsilon_0\omega_p^2E/\omega^2$, so $-\omega^2P=\varepsilon_0\omega_p^2E$. Since $\sigma_1=P_z$ at the upper face, and the lower face is its mirror image,

$$\omega^2\sigma_1=\omega_s^2(\sigma_1-x\sigma_2),\qquad
\omega^2\sigma_2=\omega_s^2(\sigma_2-x\sigma_1),\qquad
\omega_s=\frac{\omega_p}{\sqrt2}.$$

These are two equal oscillators coupled by the evanescent field that crosses the film. Equal charges give $\omega^2=\omega_s^2(1-x)$, because the field of the far face opposes the restoring field of the near one. Opposite charges give $\omega^2=\omega_s^2(1+x)$, because the far face then adds to the restoring field.

For a thick film, $qd\gg1$, the coupling vanishes and both frequencies tend to $\omega_s$, the surface plasmon of a single face. For a thin film, $qd\ll1$, the expansion $x\approx1-qd$ gives

$$\omega_-\approx\omega_p\sqrt{\frac{qd}{2}},\qquad
\omega_+\approx\omega_p\left(1-\frac{qd}{4}\right).$$

In the upper mode the thin film acts as a capacitor with opposite charges on its plates, whose internal field drives the electrons at nearly $\omega_p$. In the lower mode the normal fields of the two faces nearly cancel inside, and the electrons move mainly along the film. A given displacement then gathers a charge per unit area proportional to $qd$, so the restoring force is weak.

The difference of the squared frequencies is a pure exponential at fixed $q$, $\omega_+^2-\omega_-^2=\omega_p^2e^{-qd}$. The splitting that a spectrum shows is

$$\Delta=\omega_+-\omega_-=\omega_s\left(\sqrt{1+x}-\sqrt{1-x}\right).$$

Let $S=\sqrt{1+x}+\sqrt{1-x}$. Multiplying and dividing by $S$ gives

$$\Delta=\omega_s\frac{(1+x)-(1-x)}{S}=\frac{2x\,\omega_s}{S},\qquad S^2=2+2\sqrt{1-x^2}.$$

As $x$ runs from 0 to 1, $S^2$ falls from 4 to 2, so $S$ lies between $\sqrt2$ and 2. Hence

$$\omega_se^{-qd}\le\Delta\le\sqrt2\,\omega_se^{-qd}.$$

The binomial series $\sqrt{1\pm x}=1\pm x/2-x^2/8\pm x^3/16-\dots$ shows how the lower bound is approached. Even powers cancel in the difference, leaving $\Delta=\omega_s(x+x^3/8+\dots)$.

The local decay rate follows from $dx/dd=-qx$ and

$$\frac{d\Delta}{dx}=\frac{\omega_s}{2}\left(\frac1{\sqrt{1+x}}+\frac1{\sqrt{1-x}}\right)=\frac{\omega_sS}{2\sqrt{1-x^2}} .$$

Dividing by $\Delta=2x\omega_s/S$ and inserting $S^2$,

$$-\frac{d\ln\Delta}{dd}=\frac{qx}{\Delta}\frac{d\Delta}{dx}
=\frac{qS^2}{4\sqrt{1-x^2}}
=\frac q2\left(1+\frac1{\sqrt{1-e^{-2qd}}}\right).$$

The rate is above $q$ in a thin film and tends to $q$ in a thick one, where the splitting falls by a factor $e$ for every $1/q$ of added thickness.

For the example $\hbar\omega_p=15$ eV, so $\hbar\omega_s=15/\sqrt2=10.607$ eV, and $1/q=5$ nm. At $d=5$ nm, $x=e^{-1}=0.3679$ and

$$\hbar\omega_-=10.607\sqrt{0.6321}=8.43\ \text{eV},\qquad
\hbar\omega_+=10.607\sqrt{1.3679}=12.41\ \text{eV}.$$

With $q$ held at 0.2 nm⁻¹, the splitting and its exponential approximation are:

| $d$ (nm) | $\hbar\Delta$ (eV) | $\hbar\omega_se^{-qd}$ (eV) |
|---:|---:|---:|
| 2.5 | 6.791 | 6.433 |
| 5 | 3.972 | 3.902 |
| 10 | 1.439 | 1.435 |
| 20 | 0.194 | 0.194 |

The exponential is 5% below the splitting at 2.5 nm and 2% below it at 5 nm. The local decay rate falls from 0.226 nm⁻¹ at 2.5 nm to 0.2001 nm⁻¹ at 15 nm.

This law needs a fixed $q$. Suppose that splittings in the exponential regime are averaged over $q$ with a positive weight $w(q)$. The average is proportional to $\int w\,e^{-qd}dq$, and its logarithmic decay rate is the mean of $q$ under the weight $w\,e^{-qd}$. Increasing $d$ moves that weight towards small $q$, so the decay slows down.

Damping limits the thickness at which two peaks can be seen. With a collision rate $\gamma$ the Drude permittivity is $1-\omega_p^2/(\omega^2+i\gamma\omega)$. The mode conditions fix the value of $\epsilon$, so $\omega^2$ is replaced by $W=\omega^2+i\gamma\omega$. Solving $W=\omega_\pm^2$ gives

$$\omega=\sqrt{\omega_\pm^2-\frac{\gamma^2}{4}}-\frac{i\gamma}{2}.$$

To find the spectrum, let a source above the film apply the potential $e^{q(z-d/2)}$. Its normal field is $-q$ at the upper face and $-qx$ at the lower. Adding this field to the oscillator equations, with $\sigma_2=-P_z$ at the lower face, gives for the sum and the difference of the charges

$$(\omega_-^2-W)(\sigma_1+\sigma_2)=-\varepsilon_0\omega_p^2q(1-x),$$
$$(\omega_+^2-W)(\sigma_1-\sigma_2)=-\varepsilon_0\omega_p^2q(1+x).$$

The induced potential at the upper face is $(\sigma_1+x\sigma_2)/(2\varepsilon_0q)$. Call it $-R$, and use $\sigma_1+x\sigma_2=\tfrac12(1+x)(\sigma_1+\sigma_2)+\tfrac12(1-x)(\sigma_1-\sigma_2)$. Then

$$R=\frac{(1-x^2)\,\omega_s^2}{2}\left(\frac1{\omega_-^2-W}+\frac1{\omega_+^2-W}\right).$$

The power absorbed from this source at a given frequency is proportional to $\omega\,\mathrm{Im}\,R$; the loss spectrum considered here is $\mathrm{Im}\,R$. A fast electron that crosses the film excites the two modes with other weights. Near each resonance $\omega_\pm^2-\omega^2\approx2\omega_\pm(\omega_\pm-\omega)$, so each term is close to a Lorentzian of full width $\gamma$ at half height.

When $\Delta$ is comparable with $\gamma\ll\omega_s$, the two heights are nearly equal. Measure frequency from the midpoint in units of $\gamma/2$, so that the lines $g(u)=1/(1+u^2)$ are centred at $\pm s$ with $s=\Delta/\gamma$. The curvature of their sum at the midpoint is

$$2g''(s)=\frac{2(6s^2-2)}{(1+s^2)^3}.$$

There is a dip when this is positive, that is when $\Delta>\gamma/\sqrt3$. Setting $\omega_se^{-qd}=\gamma/\sqrt3$ gives the thickness at which the peaks merge,

$$d_m\approx\frac1q\ln\frac{\sqrt3\,\omega_s}{\gamma}.$$

For $\hbar\gamma=1$ eV this is $5\ln(18.37)=14.6$ nm. Counting the maxima of $\mathrm{Im}\,R$ on a fine energy grid, and bisecting in thickness, gives 14.1 nm. The estimate is 3% too large. The difference comes from taking the two heights as equal: Lorentzians with heights proportional to $1/\omega_\pm$ merge at 14.1 nm, and the correction $x^2/8$ to the exponential splitting is negligible there. This thickness belongs to $\mathrm{Im}\,R$ only. A probe that weights the two modes very unequally loses the weaker peak sooner. For a 200 keV electron crossing the film at normal incidence, with retardation and the same $q$ and $\gamma$, the upper peak is still a separate maximum at 7.5 nm but no longer at 10 nm.

The condition $q\gg\omega/c$ is only moderately well met in the example, since $\omega_s/c=0.054$ nm⁻¹. With retardation the magnetic field $H_y$ obeys $H''=\kappa^2H$, with $\kappa_0^2=q^2-\omega^2/c^2$ in vacuum and $\kappa_1^2=q^2-\epsilon\omega^2/c^2$ in the metal. Both $H$ and $H'/\epsilon$, which is proportional to $E_x$, are continuous. An even $H$ has an odd $E_x$ and so belongs to the antisymmetric mode. Matching $\cosh\kappa_1z$ or $\sinh\kappa_1z$ to the outer decay gives

$$\epsilon\kappa_0=-\kappa_1\tanh\frac{\kappa_1d}{2}\ \text{(antisymmetric)},\qquad
\epsilon\kappa_0=-\kappa_1\coth\frac{\kappa_1d}{2}\ \text{(symmetric)}.$$

Numerical root finding at $d=5$ nm gives 8.35 and 12.22 eV, so the splitting drops from 3.97 to 3.87 eV. In a thick film $\tanh$ and $\coth$ differ from 1 by $\mp2e^{-\kappa_1d}$. To leading order the two roots then move apart from the single-face root in proportion to $e^{-\kappa_1d}$. That root lies at 10.41 eV, where $\kappa_1=0.207$ nm⁻¹. Retardation thus shortens the decay length from 5.0 to 4.8 nm.

The chosen energies, 15 eV for the bulk plasmon and 1 eV for the damping, are rough values in the regime of aluminium. After exposure to air an aluminium film carries oxide, which breaks the assumption of vacuum at the metal faces. Let each face carry a layer of thickness $t$ and permittivity $\epsilon_o$. With $s$ now the distance inward from the vacuum, the potential in the layer is proportional to $\cosh qs+\epsilon_o^{-1}\sinh qs$, which matches the decaying vacuum field at $s=0$. At the metal the ratio $\epsilon_o(d\phi/ds)/(q\phi)$, which is 1 for a bare face, becomes

$$Y=\epsilon_o\frac{1+\epsilon_o\tanh qt}{\epsilon_o+\tanh qt}.$$

The mode conditions are now $\epsilon\tanh(qd/2)=-Y$ and $\epsilon\coth(qd/2)=-Y$, so

$$\omega_-^2=\frac{\omega_p^2}{1+Y\coth(qd/2)},\qquad
\omega_+^2=\frac{\omega_p^2}{1+Y\tanh(qd/2)}.$$

For $t=3$ nm and a rough $\epsilon_o=3$, $Y=2.2$. With the metal thickness held at 5 nm, the modes move to about 6.2 and 10.5 eV. Each falls by about 2 eV, while the splitting rises by only 0.3 eV, to 4.3 eV. For this film a layer of constant permittivity therefore changes the positions far more than the separation. A constant real permittivity is itself doubtful at the upper energy, which lies above the band gap of the oxide, so in a real oxidized film the separation may change by more than this. Electron pressure and the spill-out of electrons at the faces are also left out.

The wavenumber must be selected by angle. A 200 keV electron has kinetic energy $T$ and momentum $p$ related by $pc=\sqrt{T^2+2Tm_ec^2}$, which gives the wavenumber $k=p/\hbar=2505$ nm⁻¹. At normal incidence $q=0.2$ nm⁻¹ corresponds to a scattering angle $q/k=80$ µrad. An angular half-spread of 10 µrad changes $q$ by 0.025 nm⁻¹ either way. Half the difference between the mode energies at the two ends of that range is 0.31 eV for the lower mode and 0.21 eV for the upper, at $d=5$ nm. Both this spread and the assumed damping width of 1 eV are well below the splitting of 3.97 eV, so the two peaks of the clean 5 nm film would remain separate. They would not be equally high. The electron crosses the film in a small fraction of a plasmon period and therefore couples mainly to the even potential, which makes the upper peak much the weaker one.

Numbers in the example were calculated in double precision.
